\section*{Scaling collapse at the metal-insulator transition and its density-window bias}

\section{Result and scope}

Let $n$ be the dopant density, $n_c$ its critical value, $t=n/n_c-1$ and $\tau=T/T_*$ with a fixed reference temperature $T_*$. Suppose that the conductivity near the transition obeys
\begin{equation}
\ln\sigma=\ln\sigma_0+x\ln\tau+G(u),\qquad u=s\,\tau^{-y},\qquad s=t+bt^2,
\label{eq:truth}
\end{equation}
where $G$ is smooth and $G(0)=0$. A least-squares collapse of the curves $\sigma(n,T)$ gives $n_c$, $x$ and $y$. The conductivity exponent is $\mu=x/y$. The dynamical exponent is $z=1/x$ if the conductivity scales as an inverse length in three dimensions.

If the collapse uses $s=t$ although $b\neq0$, its parameters are biased. To first order in $b$ the bias is
\begin{equation}
\delta\theta=(J^{\mathsf T}J)^{-1}J^{\mathsf T}\delta,\qquad
\delta=b\,t^2\tau^{-y}G'(t\tau^{-y}),
\label{eq:bias}
\end{equation}
where $J$ contains the derivatives of the fitted $\ln\sigma$ with respect to all fit parameters. In the example below ($\mu=1.2$, $z=2.5$, $b=-1$), a window of $\pm30\,\%$ in density shifts $n_c$ by $+6.1\,\%$ and $z$ by $+0.78$, but $\mu$ by only $-0.02$, because the errors of $x$ and $y$ nearly cancel in their ratio. A good value of $\mu$ is therefore no proof of a good collapse.

\section{Where the scaling form comes from}

Two lengths compete near the transition. The correlation length diverges as $\xi\propto|s|^{-\nu}$, and temperature limits coherent critical behaviour to $L_T=d\,\tau^{-1/z}$, where $d=n_c^{-1/3}$ is the donor spacing. In three dimensions $e^2/\hbar$ divided by a length is a conductivity, so the scaling hypothesis reads
\begin{equation}
\sigma=\frac{g e^2}{\hbar L_T}\,f_\pm\!\left(\frac{L_T}{\xi}\right),
\end{equation}
with a dimensionless amplitude $g$ and one branch for each side. Since $(L_T/\xi)^{1/\nu}\propto|s|\tau^{-1/(z\nu)}$, and since nothing is singular at $s=0$ when $T>0$, the branches join in one smooth function of $s\tau^{-1/(z\nu)}$. The prefactor is $\sigma_0\tau^{1/z}$ with $\sigma_0=ge^2/(\hbar d)$. Hence $x=1/z$ and $y=1/(z\nu)$.

In the metal $\sigma$ must stay finite as $T\to0$. If $e^{G}\to Cu^\mu$ for large $u$, then
\begin{equation}
\sigma\to\sigma_0\tau^x C s^\mu\tau^{-y\mu},
\end{equation}
and the powers of $\tau$ cancel when $x=y\mu$. This gives $\mu=x/y$ without any assumption about $z$. Inserting $x=1/z$ and $y=1/(z\nu)$ gives $\mu=\nu$, Wegner's relation in three dimensions. Conductivity data supply two exponents, $x$ and $y$; they cannot test this relation, and the value quoted for $z$ rests on it.

The variable $s$ is the scaling field. It vanishes at $n_c$ and is a smooth function of density, but nothing makes it linear. Its linear coefficient can be absorbed in $G$; the coefficient $b$ cannot.

\section{Synthetic curves}

The test data need a smooth crossover with known limits. A suitable choice is
\begin{equation}
G(u)=\mu a+\kappa\left(1-e^{-pa}\right),\quad a=\operatorname{arcsinh}\frac u2,\quad p=\frac1{2y}.
\end{equation}
Here $e^a=u/2+\sqrt{1+u^2/4}$. For $u\to+\infty$, $e^a=u+1/u+\dots$, so that
\begin{equation}
G=\mu\ln u+\kappa-\kappa u^{-p}+\mu u^{-2}+\dots
\end{equation}
The zero-temperature conductivity is thus $\sigma_0e^\kappa s^\mu$. For $p<2$ the leading correction is $-\kappa s^{-p}\tau^{yp}$, and $yp=1/2$ makes it proportional to $T^{1/2}$.

For $u\to-\infty$, $e^a\to1/|u|$ and the dominant term is
\begin{equation}
-\kappa|u|^p=-\kappa|s|^{1/(2y)}\tau^{-1/2}=-(T_{ES}/T)^{1/2},\quad T_{ES}=T_*\kappa^2|s|^{1/y}.
\end{equation}
This is hopping of Efros--Shklovskii form. Slopes taken numerically far from $u=0$ give $\mu=1.2000$ and temperature powers $0.498$ and $-0.500$, as these limits require.

\section{The collapse algorithm}

The fit replaces the unknown $G$ by a polynomial of order $m$:
\begin{equation}
\ln\sigma\simeq x\ln\tau+\sum_{k=0}^m c_kP_k(u/U),\qquad u=\left(\frac n{n_c}-1\right)\tau^{-y},
\label{eq:fit}
\end{equation}
where $P_k$ are Chebyshev polynomials and $U=\max|u|$ over the data. The constant $c_0$ contains $\ln\sigma_0$.

For given $q=(n_c,y)$ the remaining parameters enter linearly. Collect $\ln\tau$ and the $P_k$ as columns of a matrix $A(q)$ and factor $A=QR$, where $Q$ has orthonormal columns. The best linear combination reproduces $QQ^{\mathsf T}D$, the projection of the data vector $D$, and leaves the residual
\begin{equation}
r(q)=D-Q(Q^{\mathsf T}D).
\end{equation}
Only two parameters need a nonlinear search, or three if $b$ is fitted as well.

A starting value of $n_c$ follows from the curves themselves. At fixed $s$, $d/d\ln\tau=-y\,u\,d/du$, so two derivatives give
\begin{equation}
\frac{\partial^2\ln\sigma}{\partial(\ln\tau)^2}=y^2u\frac{d}{du}\left(uG'\right)=y^2\left(uG'+u^2G''\right).
\end{equation}
This vanishes at $u=0$ and changes sign there if $G'(0)\neq0$. On a log-log plot the critical curve is straight. Another zero can occur where $uG'$ has an extremum, so the search should stay near the visible crossover.

\begin{verbatim}
input: n, T, D = ln(sigma), widths w1 > w2 > ...
nc <- density where D against ln T has no curvature
y  <- rough guess
for each width w:
    repeat
        keep data with |n/nc - 1| <= w
        choose order m
        minimise |r(q)|^2 over q = (nc, y [, b])
            u <- scaling field * tau^(-y)
            A <- [ln tau, P_0(u/U), ..., P_m(u/U)]
            Q <- orthonormal basis of A
            r <- D - Q (Q^T D)
    until the centre nc is stable or a repeat limit is reached
    x <- coefficient of ln tau
    report nc, mu = x/y, z = 1/x, chi2
\end{verbatim}

\paragraph{Cost.} With $N$ data and $K=m+2$ columns, one residual costs $O(NK^2)$ operations. The largest fit in the table below has $N=61\times12=732$ and $K=10$, so $NK^2\approx7\times10^4$.

\paragraph{Stability.} High raw powers of $u$ with equal parity are nearly parallel, and the lengths of the columns can differ widely; scaling by $U$ and using Chebyshev polynomials reduces this avoidable loss of digits. A physical near-degeneracy remains: over a short temperature range $\tau^{-y}$ resembles a straight line in $\ln\tau$. A shift of $n_c$ can then be traded against a change of $x$. A longer temperature range helps here, while more polynomial terms do not.

\section{Derivation of the bias}

Let $f(\theta)$ be the vector of fitted values and let the data be $f(\theta_0)+\delta$. For a small parameter change the sum of squares is
\begin{equation}
|f(\theta_0)+\delta-f(\theta_0+\delta\theta)|^2\simeq|\delta-J\delta\theta|^2.
\end{equation}
Setting its derivative to zero gives $J^{\mathsf T}(\delta-J\delta\theta)=0$, which is the first part of \eqref{eq:bias}. The omitted term follows from
\begin{equation}
G\big((t+bt^2)\tau^{-y}\big)-G(t\tau^{-y})=bt^2\tau^{-y}G'(t\tau^{-y})+O(b^2).
\end{equation}

For the columns of $J$, write a trial critical density as $n_c(1+\varepsilon)$. The trial distance is $(1+t)/(1+\varepsilon)-1$, with derivative $-(1+t)$ at $\varepsilon=0$. With $u=t\tau^{-y}$,
\begin{align}
\partial_\varepsilon\ln\sigma&=-(1+t)\tau^{-y}G'(u),\label{eq:jeps}\\
\partial_y\ln\sigma&=-\ln\tau\;u\,G'(u),\\
\partial_x\ln\sigma&=\ln\tau,\qquad \partial_{c_k}\ln\sigma=P_k(u/U).
\end{align}
Differentiating $\mu=x/y$ and $z=1/x$ gives
\begin{equation}
\delta\mu=\frac{\delta x}{y}-\frac{x\,\delta y}{y^2},\qquad \delta z=-\frac{\delta x}{x^2}.
\end{equation}

As a test, data with $b=-0.01$ in the $\pm30\,\%$ window were refitted completely. The changes of $(n_c/n_c^{\rm true},\mu,z)$ were $(-0.082,\,0.375,\,0.973)\times10^{-3}$; the formula gives $(-0.084,\,0.379,\,0.954)\times10^{-3}$.

\subsection{A case solvable by hand}

Let $G=g_1u$, fit a polynomial of first order, and use the same symmetric set of densities at every temperature. Split the omitted term as
\begin{equation}
bg_1t^2\tau^{-y}=bg_1\langle t^2\rangle\tau^{-y}+bg_1\left(t^2-\langle t^2\rangle\right)\tau^{-y}.
\end{equation}
Every column of $J$ is a function of $\tau$ times $1$, $t$ or $1+t$. The second part is orthogonal to all of them, because $\langle t^2-\langle t^2\rangle\rangle=0$ and $\langle t\rangle=\langle t^3\rangle=0$. The first part is reproduced by $\varepsilon=-b\langle t^2\rangle$ in \eqref{eq:jeps}, which yields $bg_1\langle t^2\rangle(1+t)\tau^{-y}$; a change of the linear coefficient removes the piece proportional to $t$. Therefore
\begin{equation}
\delta n_c/n_c=-b\langle t^2\rangle,\qquad \delta x=\delta y=0
\end{equation}
to first order. For $b=0.01$ and $\langle t^2\rangle=0.031$ this gives $-3.1\times10^{-4}$, and a refit gives the same value.

The result belongs to the linear fit. With a $u^2$ term in the polynomial, the column $t^2\tau^{-2y}$ is no longer orthogonal to the second part. The exponents can then shift, and even the sign of the $n_c$ shift can change: for $b=-0.01$ the hand formula gives $+3.1\times10^{-4}$, the same linear $G$ with a quadratic polynomial gives $-6.9\times10^{-4}$ at first order, and the curved $G$ with its high-order fit gave $-0.8\times10^{-4}$.

\subsection{How the bias grows with width}

First keep the temperatures fixed and write $t=wa$, where the values $a$ fill $[-1,1]$ symmetrically. Replacing $w$ by $-w$ reproduces the same data set, so every estimate is an even function of $w$. The parts of the data that determine $n_c$, $x$ and $y$ as $w\to0$ are the value and slope at $t=0$, which $b$ does not alter. If the fit remains regular in this limit, the bias therefore starts as $w^2$. Doubling $w$ from $1\,\%$ to $2\,\%$ multiplied the biases of $n_c$, $\mu$ and $z$ by $3.97$, $3.99$ and $3.93$.

Now let the temperatures shrink with the window, $\tau=w^{1/y}\vartheta$ with fixed $\vartheta$. Then $u=a\vartheta^{-y}$ does not depend on $w$, and
\begin{equation}
\delta=bw\,a^2\vartheta^{-y}G'(u).
\end{equation}
The additive constant in $\ln\tau=\ln\vartheta+y^{-1}\ln w$ is absorbed by the $c_k$. The column \eqref{eq:jeps} becomes $-w^{-1}\vartheta^{-y}G'-uG'$, whose second part is also absorbed. The problem then contains $\varepsilon$ only as $\varepsilon/w$. Hence $\delta x$, $\delta y$ and $\varepsilon/w$ are proportional to $bw$, and $\delta n_c/n_c\propto bw^2$. Doubling $w$ from $0.5\,\%$ to $1\,\%$ gave ratios $3.82$, $1.95$ and $2.07$, against $4$, $2$ and $2$.

\subsection{When first order is not enough}

A narrow window alone does not justify \eqref{eq:bias}. Write $G=g_1u+g_2u^2+\dots$. The fit imitates $bg_1t^2\tau^{-y}$ partly by changing the coefficient of $t^2\tau^{-2y}$, by an amount of order $bg_1\tau^y$ that does not shrink with $w$. Multiplied by the shift $\varepsilon\sim bw^2$, this produces a term linear in $t$ of order $b^2w^2$, as large in powers of $w$ as the first-order effect. One needs
\begin{equation}
|b|\ll |g_2|\tau^{-y}/g_1 .
\end{equation}
For $\mu=1.2$, $\kappa=1$ and $p=1.5$, $g_1=(\mu+\kappa p)/2=1.35$ and $g_2=-\kappa p^2/8=-0.28$. With $\tau^{-y}\approx3.5$ at the middle of the logarithmic temperature range, the right side is about $0.7$. The value $b=-1$ violates the condition, so complete refits are used below. A term linear in $t$ acts on $y$ and hence on $\mu$: at $w=2\,\%$ and $b=-1$ a refit gives only $0.64$ of the first-order $\delta\mu$, while the shifts of $n_c$ and $z$ agree with first order within $2\,\%$.

\section{Worked example}

The inputs are $n_c=3.5\times10^{18}\,\mathrm{cm^{-3}}$, $\mu=1.2$, $z=2.5$, $b=-1$, $\kappa=1$, $g=0.1$ and $T_*=10$ K. Thus $x=1/2.5=0.4$ and $y=0.4/1.2=0.333$. The spacing $d=6.59$ nm gives $\sigma_0=ge^2/(\hbar d)=37$ S/cm. At $n_c$ and $1$ K, $\sigma=37\times0.1^{0.4}=14.7$ S/cm; at $0.05$ K it is $4.4$ S/cm. The set has 61 densities within $\pm30\,\%$, 12 temperatures from $0.05$ to $1$ K and independent $1\,\%$ reading noise. At $t=-0.3$, $s=-0.39$ and $T_{ES}=10\times0.39^3=0.59$ K, so deep hopping is hardly reached.

Windows are centred on the true $n_c$. Bias comes from noise-free fits, scatter from 100 noisy sets per window, and $\chi^2$ is the mean per degree of freedom.

\begin{center}
\begin{tabular}{rrrrrr}
$w$ & $\delta n_c/n_c$ & $\delta\mu$ & $\delta z$ & scatter $\mu$ & $\chi^2$\\
5\% & $-0.10\%$ & $0.002$ & $-0.004$ & $0.033$ & $1.01$\\
10\% & $-0.32\%$ & $0.010$ & $-0.009$ & $0.013$ & $1.08$\\
15\% & $-0.32\%$ & $0.017$ & $0.018$ & $0.008$ & $1.46$\\
20\% & $0.26\%$ & $0.017$ & $0.108$ & $0.005$ & $2.22$\\
30\% & $6.13\%$ & $-0.019$ & $0.777$ & $0.004$ & $5.32$
\end{tabular}
\end{center}

The polynomial orders were 4, 5, 5, 6 and 8. With $b=0$ they shift $\mu$ by at most $2.3\times10^{-6}$ in magnitude, so truncation does not cause the biases. Their size does depend somewhat on the order: at $30\,\%$, orders between 4 and 12 give shifts of $5.9$ to $7.0\,\%$ in $n_c$ and $0.76$ to $0.86$ in $z$.

Among these five windows, the root of squared bias plus squared scatter of $\mu$ is smallest at $10\,\%$: $(0.0096^2+0.0131^2)^{1/2}=0.016$. At $30\,\%$ the total is still only $0.019$. Between $20$ and $30\,\%$ the bias of $\mu$ passes through zero, so a window of $26\,\%$ gives an even smaller total, about $0.007$, while the bias of $z$ is already about $0.39$. Such apparent success is a cancellation. At $30\,\%$, $z=3.277$ gives $x=0.305$, and $\mu=1.181$ gives $y=0.305/1.181=0.258$. Both exponents are more than $20\,\%$ too small. First order would have predicted $\delta\mu=+0.038$, with the wrong sign.

The misfit is a useful alarm, with limited reach. At $10\,\%$ there are $21\times12-9=243$ degrees of freedom, and one data set has a $\chi^2$ scatter of $(2/243)^{1/2}=0.09$. The mean excess, $0.08$ in the table and $0.10$ from the noise-free misfit, is about one such scatter and cannot be detected reliably in a single experiment. At $15\,\%$ the excess is about six such scatters, provided the noise level is known.

Fitting $b$ in the $30\,\%$ window returns $b=-1.0000$ from noise-free data. The scatter is then $0.006$ in $\mu$ and $0.017$ in $z$, about half that of the $10\,\%$ window without $b$, and $\chi^2=1.01$. This is the favourable case in which the fitted form contains the truth; a real scaling field may need further terms.

In one noisy set, the zero-curvature start was $3.49\times10^{18}\,\mathrm{cm^{-3}}$. The full $30\,\%$ set, and then windows of $20$ and $10\,\%$ centred on the preceding fit, each fitted once, gave $\mu=1.184$, $1.104$ and $1.204$. The middle value lies far outside the tabulated bias and scatter. Its window was centred on the biased density $3.70\times10^{18}\,\mathrm{cm^{-3}}$ and so was lopsided about the true $n_c$. A noise-free fit in the same window gives $\mu=1.107$, so the low value comes from the window and not from the noise. For this reason the pseudocode repeats each width until the centre is stable. Two fits are usually enough at $10\,\%$ width, but wider windows often need more. Noisy data do not always settle, so the number of repeats should be limited. A settled window need not reproduce the table either. With noise-free data the centre settles $0.2$ to $0.3\,\%$ away from the true $n_c$, one edge density drops out, and the bias of $\mu$ becomes $0.018$, $0.025$ and $0.007$ at $10$, $15$ and $20\,\%$. The ranking of the windows given above therefore holds only for windows centred on the true $n_c$. The last window gave $n_c=3.48\times10^{18}\,\mathrm{cm^{-3}}$ ($3.48\times10^{24}\,\mathrm{m^{-3}}$) and $z=2.46$.

\section{Real samples and failure modes}

The density and temperatures are roughly those of phosphorus-doped silicon near its transition. The conductivities, the exponents and $b$ are model values, not measured ones; on the metallic side, measured low-temperature conductivities are several times larger or more. A free-band estimate with six valleys and a density-of-states mass of $0.32$ electron masses gives a Fermi temperature of $92$ K, so at $1$ K the carriers are degenerate by this estimate. At $0.05$ K, $L_T=55$ nm is $2\times10^{-4}$ of a $0.3$ mm wafer, which makes finite thickness unimportant. Other assumptions break sooner. The following shifts $(\delta\mu,\delta z)$ are relative to the undisturbed fit of the same window.

\begin{itemize}
\item Electron heating, $T_e=(T^5+T_h^5)^{1/5}$ with $T_h=0.04$ K, raises the lowest temperature by $6\,\%$. It shifts the $10\,\%$ fit by $(+0.03,-0.16)$ and the $30\,\%$ fit with free $b$ by $(+0.10,-0.23)$.
\item A correction to scaling that grows as $T^{1/2}$ to $5\,\%$ at $1$ K gives $(+0.05,-0.17)$ and $(+0.07,-0.17)$.
\item An amplitude proportional to $n^{1/3}$, as the donor spacing suggests, gives $(+0.08,+0.01)$ and $(+0.06,+0.05)$.
\item A density spread of $1\,\%$ rms within each sample, with conductivities simply averaged, changes $\mu$ by about $0.005$ or less and $z$ by about $0.008$ or less in magnitude.
\item A $1\,\%$ contact-geometry error, common to all temperatures of a sample, gives a scatter of $0.025$ in $\mu$ at $10\,\%$ width by linear propagation. Independent reading noise of $1\,\%$ gives $0.015$ by the same method.
\end{itemize}

The amplitude effect can be estimated by hand. It adds $t/3$ to $\ln\sigma$, so the slope at $t=0$ becomes $g_1\tau^{-y}+1/3$. Its logarithmic derivative yields an apparent exponent
\begin{equation}
y_{\rm app}=-\frac{d\ln(g_1\tau^{-y}+1/3)}{d\ln\tau}=\frac{y}{1+\tau^y/(3g_1)}.
\end{equation}
At $\tau^{-y}\approx3.5$ the denominator is $1.07$. With $x$ held fixed, $\mu=x/y$ rises by $7\,\%$, or $0.08$, in agreement with the refit.

For these disturbances the systematic shifts reach about $0.1$ in $\mu$ and $0.2$ in $z$, well above the reading scatter. A free $b$ removes the bias it describes and does not protect against the others; with heating, the wide fit with free $b$ has a larger shift of $\mu$ than the narrow fit without it. An implementation should therefore report $n_c$, $x$ and $y$ separately, follow all three as the window closes, and repeat the fit without the coldest and without the warmest data. These checks have limits. In the $10\,\%$ window, leaving out the three lowest temperatures removes nearly all of the heating shift, but leaving out three temperatures at either end changes the shifts caused by the amplitude or by the correction to scaling by only about a fifth. The amplitude shift of $\mu$ also remains about $0.08$ when the window is narrowed to $5\,\%$. Stable exponents are therefore necessary for a trustworthy collapse, but not sufficient.

\section*{Values computed for the example and the checks}
\begin{verbatim}
input n_c 3.5 e18 cm^-3, mu 1.2, z 2.5, b -1.0
x 0.4000, y 0.3333, p 1.50, kappa 1.0, T* 10.0 K
donor spacing 6.59 nm, amplitude g 0.1
sigma_0 36.96 S/cm, reading noise 1.0 %
61 densities, 12 temperatures 0.05 to 1 K
t -0.3: sigma(0.05 K) 0.049, (1 K) 3.867 S/cm
t -0.1: sigma(0.05 K) 1.655, (1 K) 10.515 S/cm
t +0.0: sigma(0.05 K) 4.439, (1 K) 14.713 S/cm
t +0.1: sigma(0.05 K) 8.380, (1 K) 18.917 S/cm
t +0.3: sigma(0.05 K) 15.943, (1 K) 25.627 S/cm
hopping temperature T_ES at t=-0.3: 0.593 K
limits: mu 1.2000, T powers 0.498, -0.500
b=-0.01, w=30%: 1e3*(dn_c/n_c, dmu, dz)
  refit   [-0.0819  0.3746  0.9729]
  formula [-0.084   0.3794  0.9537]
linear G: dn_c/n_c -3.100e-04, formula -3.100e-04
bias ratio on doubling w (n_c, mu, z):
  fixed T  [3.967 3.986 3.933]
  scaled T [3.817 1.954 2.069]
errors listed as: n_c [%], mu, z
w 5% order 4: bias [-0.1033  0.0021 -0.0039]
  scatter [0.4156 0.0332 0.0431] total mu 0.0333
  1st-order dmu 0.0033, truncation -2.3e-07, chi2 1.012
w 10% order 5: bias [-0.3191  0.0096 -0.0085]
  scatter [0.3274 0.0131 0.0329] total mu 0.0162
  1st-order dmu 0.0133, truncation 2.7e-07, chi2 1.084
w 15% order 5: bias [-0.3159  0.0169  0.0184]
  scatter [0.2907 0.0075 0.0296] total mu 0.0185
  1st-order dmu 0.0259, truncation 2.0e-06, chi2 1.461
w 20% order 6: bias [0.2622 0.017  0.1079]
  scatter [0.2387 0.0049 0.0245] total mu 0.0177
  1st-order dmu 0.0363, truncation -1.8e-06, chi2 2.222
w 30% order 8: bias [ 6.133  -0.0188  0.7765]
  scatter [0.3406 0.0044 0.0362] total mu 0.0193
  1st-order dmu 0.0379, truncation -2.3e-06, chi2 5.323
smallest total error of mu at w = 10 %
w 30%, b free: bias [ 0.0003 -0.      0.    ] b -1.0000
  scatter [0.168  0.0058 0.0166] chi2 1.006
  order 8 to 10 shifts mu by 9.9e-06
one data set: start n_c 3.491 e18 cm^-3
  w 30%: n_c 3.704, mu 1.184, z 3.241
  w 20%: n_c 3.533, mu 1.104, z 2.705
  w 10%: n_c 3.481, mu 1.204, z 2.464
neglected: (dmu, dz) w 10% | w 30% with b free
  heating 0.04 K: +0.0260 -0.1623 | +0.0995 -0.2306
  density rms 1%: +0.0022 -0.0044 | +0.0052 -0.0078
  amplitude n^(1/3): +0.0780 +0.0127 | +0.0582 +0.0504
  irrelevant 5% at 1 K: +0.0482 -0.1740 | +0.0698 -0.1689
w 10% mu scatter: 1% reading 0.0149, 1% geometry 0.0249
six valleys, mass 0.321 m_e: Fermi temperature 91.9 K
thermal length at 0.05 K 54.8 nm, over 0.3 mm wafer 1.8e-04
\end{verbatim}
